# Why Electrons and Positrons Scatter Differently from a Bare Nucleus

**The argument under review.** The manuscript claims that electrons and positrons of equal energy scatter identically from a nucleus of charge \(Z\). It argues as follows.

1. Rutherford's cross section contains \(Z^2\), so the sign of the projectile's charge drops out.
2. In partial waves, reversing the charge reverses every Coulomb phase shift, and this leaves the cross section unchanged.
3. Relativity changes the kinematics but not this symmetry.

A footnote adds that if a difference were ever found, it would come from phase shifts odd in \(Z\).

Points 1 and 2 are correct for the nonrelativistic Coulomb problem. Point 3 is false, and the footnote contradicts point 2: odd phase shifts are what makes the two cross sections equal. The question to settle is whether the Dirac phase shifts are odd.

**Setting and conventions.** The nucleus is a fixed, spinless point charge without electrons around it, and the beam is unpolarized. Recoil, radiation and annihilation are left out. In Hartree units, let \(E\) be the energy including \(c^2\), \(k\) the wave number, and

\[
ck=\sqrt{E^2-c^4},\quad \beta=\frac{ck}{E},\quad \mu=\frac{c^2}{E},\quad a=\frac Zc,\quad \nu=\frac a\beta .
\]

Thus \(\mu^2=1-\beta^2\). Electrons have \(Z>0\). By charge conjugation, a positron obeys the same positive-energy equation with the potential reversed, so it is described by \(Z\to-Z\). We need \(|a|<1\).

## The phase shifts

With \(V=-Z/r\), the radial Dirac equations are

\[
G'=-\frac{\kappa}{r}G+\frac{E+c^2-V}{c}F,\qquad
F'=\frac{\kappa}{r}F-\frac{E-c^2-V}{c}G ,
\]

where \(\kappa=-(l+1)\) for \(j=l+\tfrac12\) and \(\kappa=l\) for \(j=l-\tfrac12\). Set \(G=\sqrt{E+c^2}\,X\), \(F=\sqrt{E-c^2}\,Y\) and \(t=\sqrt{(E-c^2)/(E+c^2)}\). Then

\[
X'=-\frac{\kappa}{r}X+\Big(k+\frac{at}{r}\Big)Y,\qquad
Y'=\frac{\kappa}{r}Y-\Big(k+\frac{a}{tr}\Big)X .
\]

Let \(w=Y+iX\) and \(v=w^*=Y-iX\). Substituting \(Y=(w+v)/2\) and \(X=(w-v)/2i\) produces the combinations \(a(t+1/t)/2=aE/(ck)=\nu\) and \(a(t-1/t)/2=-ac^2/(ck)=-\nu\mu\). With \(D=r\,d/dr\),

\[
Dw=i(kr+\nu)w+(\kappa-i\nu\mu)v,\qquad
Dv=-i(kr+\nu)v+(\kappa+i\nu\mu)w .
\]

Solve the second equation for \(w\) and insert it into the first:

\[
(D-ikr-i\nu)(D+ikr+i\nu)v=(\kappa^2+\nu^2\mu^2)v .
\]

Since \(D(ikr\,v)=ikr\,v+ikr\,Dv\), the left side is \(D^2v+ikr\,v+(kr+\nu)^2v\). Also \(\nu^2(1-\mu^2)=\nu^2\beta^2=a^2\). Hence

\[
D^2v+\left[k^2r^2+2\nu kr+ikr-\gamma^2\right]v=0,\qquad \gamma=\sqrt{\kappa^2-a^2}.
\]

The term \(2\nu kr\) changes sign with the charge. The \(a^2\) in \(\gamma^2\) does not: it weakens the centrifugal barrier for both particles. It reflects the \(V^2\) in \(c^2p^2=(E-V)^2-c^4\), an attraction whatever the sign of \(V\). That relation leaves out spin, so it explains where \(a^2\) comes from but not the angular form found below: for a spinless particle the same \(V^2\) gives a charge-odd term proportional to \(\sin(\theta/2)\), without the factor \(1-\sin(\theta/2)\).

Put \(v=r^\gamma e^{-ikr}h\) and \(z=2ikr\). The equation becomes \(D^2h+(2\gamma-z)Dh-z(\gamma+i\nu)h=0\), which is Kummer's equation. The regular solution is \(h\propto M(\gamma+i\nu,2\gamma+1,2ikr)\), so, by conjugation,

\[
w=w_0\,r^\gamma e^{ikr}M(\gamma-i\nu,\,2\gamma+1,\,-2ikr).
\]

At the origin \(Dw=\gamma w\), so the first-order equation gives \((\gamma-i\nu)w_0=(\kappa-i\nu\mu)w_0^*\).

For large \(r\), use

\[
M(A,B,z)=\frac{\Gamma(B)}{\Gamma(A)\Gamma(B-A)}\int_0^1e^{zt}t^{A-1}(1-t)^{B-A-1}dt .
\]

Here \(t\) is an integration variable, \(A=\gamma-i\nu\) and \(B-A=\gamma+1+i\nu\). The end \(t=0\) contributes \(\Gamma(B)(-z)^{-A}/\Gamma(B-A)\); the end \(t=1\) is smaller by one power of \(r\). With \(-z=2ikr\), the phase of \(w\) tends to

\[
kr+\nu\ln 2kr-\frac{\pi\gamma}2+\arg w_0-\arg\Gamma(\gamma+1+i\nu).
\]

Since \(X=\operatorname{Im}w\), comparison with \(G\propto\sin(kr+\nu\ln2kr-\pi l/2+\delta_\kappa)\) gives

\[
S_\kappa=e^{2i\delta_\kappa}=\frac{\kappa-i\nu\mu}{\gamma-i\nu}\;
\frac{\Gamma(\gamma+1-i\nu)}{\Gamma(\gamma+1+i\nu)}\;e^{i\pi(l-\gamma)} .
\]

Now reverse \(Z\). This reverses \(\nu\) and leaves \(\gamma\) alone. The first two factors become their complex conjugates; the last does not change. The first has modulus one, because \(\kappa^2+\nu^2\mu^2=\gamma^2+\nu^2\). Therefore \(S_\kappa(Z)S_\kappa(-Z)=e^{2\pi i(l-\gamma)}\), or

\[
\delta_\kappa(Z)+\delta_\kappa(-Z)=\pi(|\kappa|-\gamma)\quad(\text{modulo }\pi).
\]

If the phase shifts were odd, the right side would be zero. It is nonzero for every \(\kappa\) when \(Z\ne0\), and it does not depend on energy. This alone would not make the cross sections differ: an even phase common to all \(\kappa\) would drop out of the intensities. But the right side depends on \(\kappa\), so it changes the interference between partial waves. The argument behind point 3 fails here; the next section finds the effect on the cross section.

In the limit \(c\to\infty\) at fixed \(k\) and \(Z\), \(\gamma\to|\kappa|\) and \(\mu\to1\). Both values of \(\kappa\) belonging to one \(l\) then give \(S_l=\Gamma(l+1-i\nu)/\Gamma(l+1+i\nu)\), whose phase is odd. Point 2 is recovered.

## From phases to the cross section

For given \(l\), the projectors on \(j=l\pm\frac12\) are \((l+1+\boldsymbol\tau\cdot\mathbf L)/(2l+1)\) and \((l-\boldsymbol\tau\cdot\mathbf L)/(2l+1)\), with Pauli matrices \(\boldsymbol\tau\). Weight them with \(S_{-l-1}\) and \(S_l\), and use \(\mathbf L P_l(\cos\theta)=i\hat{\boldsymbol\phi}P_l^1\), where \(P_l^1=-dP_l/d\theta\). The scattering amplitude is \(f+ig\,\boldsymbol\tau\cdot\hat{\boldsymbol\phi}\), with

\[
f=\frac1{2ik}\sum_{l\ge0}\left[(l+1)S_{-l-1}+lS_l\right]P_l,\qquad
g=\frac1{2ik}\sum_{l\ge1}\left[S_{-l-1}-S_l\right]P_l^1 .
\]

The unscattered part, proportional to \(\sum(2l+1)P_l\), vanishes for \(\theta\neq0\). The common logarithmic phase has no effect on intensities. In a free outgoing wave the small components are fixed by the large ones in the same proportion as in the incident wave, so these amplitudes suffice. Averaging over spin gives the differential cross section \(\sigma=|f|^2+|g|^2\).

If \(S_\kappa(-Z)=S_\kappa(Z)^*\), the factor \(1/i\) gives \(f(-Z)=-f(Z)^*\), and likewise for \(g\). The cross sections are then equal. So separate off the even phase:

\[
S_\kappa=O_\kappa e^{i\epsilon_\kappa},\quad O_\kappa(-Z)=O_\kappa(Z)^*,\quad
\epsilon_\kappa=\pi(|\kappa|-\gamma)\simeq\frac{\pi a^2}{2|\kappa|}.
\]

**Angular sums.** Write \(s=\sin(\theta/2)\) and \(q=\cos(\theta/2)\). The series are Abel sums: multiply the terms by \(h^l\) and let \(h\to1\), with \(\theta\ne0\). The generating function of the \(P_l\) gives \(\sum P_l=1/(2s)\) and \(\sum(2l+1)P_l=0\).

Next, multiply \(\sum(2l+1)\psi(l+1)P_l\) by \(1-\cos\theta\), where \(\psi=\Gamma'/\Gamma\), and use \((2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}\). For \(l\ge1\) the coefficient of \(P_l\) is

\[
(2l+1)\psi(l+1)-l\psi(l)-(l+1)\psi(l+2)=1-1=0 .
\]

For \(l=0\) it is \(\psi(1)-\psi(2)=-1\). The sum is therefore \(-1/(1-\cos\theta)=-1/(2s^2)\).

Finally, Legendre's equation reads \(d(\sin\theta\,P_l^1)/d\theta=l(l+1)\sin\theta\,P_l\). Let \(T_1=\sum_{l\ge1}P_l^1/[l(l+1)]\), and let \(T_2\) be the same sum with the extra factor \(2l+1\). Then

\[
\frac{d(\sin\theta\,T_1)}{d\theta}=\sin\theta\Big(\frac1{2s}-1\Big)=q-\sin\theta,\qquad
\frac{d(\sin\theta\,T_2)}{d\theta}=-\sin\theta .
\]

Both products vanish at \(\theta=\pi\). Integration gives \(\sin\theta\,T_1=2s+\cos\theta-1=2s(1-s)\) and \(\sin\theta\,T_2=1+\cos\theta\). Since \(\sin\theta=2sq\), we have \(T_1=(1-s)/q\) and \(T_2=q/s\).

**First order.** Hold \(\beta\) fixed and expand in \(a\), so that \(\nu\) is also small. The phase formula gives \(2\delta_\kappa\simeq-\nu\mu/\kappa+\nu/|\kappa|-2\nu\psi(|\kappa|+1)\). With \(\psi(l+2)=\psi(l+1)+1/(l+1)\),

\[
2\delta_{-l-1}\simeq-2\nu\psi(l+1)-\frac{\nu(1-\mu)}{l+1},\qquad
2\delta_l\simeq-2\nu\psi(l+1)+\frac{\nu(1-\mu)}{l}.
\]

In \(f\), the last terms yield \(-\nu(1-\mu)\big(\sum_{l\ge0}P_l-\sum_{l\ge1}P_l\big)=-\nu(1-\mu)\). In \(g\), they combine into \(T_2\). Thus

\[
f_1=\frac{\nu}{2k}\left[\frac1{s^2}-(1-\mu)\right],\qquad
g_1=-\frac{\nu}{2k}(1-\mu)\frac qs .
\]

With Rutherford's \(\sigma_R=\nu^2/(4k^2s^4)\), the sum of squares is

\[
\frac{f_1^2+g_1^2}{\sigma_R}=[1-(1-\mu)s^2]^2+(1-\mu)^2s^2q^2
=1-(1-\mu^2)s^2=1-\beta^2s^2 .
\]

This is the first Born result. It departs from Rutherford, but equally for both particles.

**The term that distinguishes them.** To order \(a^2\), the even phases add \(i\epsilon_\kappa\) to \(S_\kappa\):

\[
\Delta f=\frac{\pi a^2}{4k}\Big[\sum_{l\ge0}P_l+\sum_{l\ge1}P_l\Big]=\frac{\pi a^2}{4k}\,\frac{1-s}{s},
\]

\[
\Delta g=\frac{\pi a^2}{4k}\sum_{l\ge1}\Big[\frac1{l+1}-\frac1l\Big]P_l^1=-\frac{\pi a^2}{4k}\,\frac{1-s}{q}.
\]

The amplitudes built from \(O_\kappa\) alone give a cross section even in \(Z\). At order \(a^3\) the cross section contains only products of a first-order with a second-order amplitude. Since \(O_\kappa=e^{i\varphi_\kappa}\) with \(\varphi_\kappa\) odd in \(a\), its second-order term \(-\varphi_\kappa^2/2\) is real, so the corresponding parts of \(f\) and \(g\) are imaginary and do not interfere with the real \(f_1,g_1\). Only the real \(\Delta f,\Delta g\) do. The leading odd term is therefore

\[
2(f_1\Delta f+g_1\Delta g)=\frac{\pi\nu a^2(1-s)}{4k^2}
\left[\frac1{s^3}-\frac{1-\mu}{s}+\frac{1-\mu}{s}\right]
=\frac{\pi\nu a^2(1-s)}{4k^2s^3}.
\]

Dividing by \(\sigma_R\) and using \(a^2/\nu=a\beta\),

\[
\frac{\sigma}{\sigma_R}=1-\beta^2s^2+\pi a\beta\,s(1-s)+O(a^2).
\]

At this order electrons lie above the first Born result and positrons below it. The even phase shift adds an amplitude of the same sign for both, while the first-order amplitude changes sign with the charge. The interference is constructive for electrons and destructive for positrons.

## Where the difference is small, and where the formula fails

The odd term vanishes relative to Rutherford in the forward direction. At \(180^\circ\) it vanishes at this order, so the formula cannot decide the comparison there. Its factor \(s(1-s)\) is largest at \(60^\circ\).

The expansion requires both \(a\) and \(\nu=a/\beta\) to be small, so it does not by itself cover arbitrarily slow particles. For \(Z=1\) and a kinetic energy of 1 hartree, \(\nu\) is about 0.7. The full partial-wave sum at \(60^\circ\) nevertheless puts the electron only \(1.2\times10^{-4}\) above the positron, relative to the latter. The manuscript's claim is a good approximation in this case.

## A numerical case

Take a kinetic energy of 20000 hartree (544 keV), for which \(\beta=0.87493\), and \(Z=20\), for which \(a=0.14595\). For \(\kappa=-1\), direct integration of the radial equations gives \(0.07096\) rad for the electron and \(-0.03732\) rad for the positron. Their sum is \(0.03364\) rad, and so is

\[
\pi\left(1-\sqrt{1-0.14595^2}\right)=0.03364 .
\]

At 2000 hartree the two phases are \(0.18776\) and \(-0.15412\) rad. Each has changed greatly; the sum has not.

At \(60^\circ\), \(s=\tfrac12\), and the leading formula gives

\[
1-\frac{0.87493^2}{4}=0.8086,\qquad
\frac{\pi(0.14595)(0.87493)}{4}=0.1003 .
\]

It predicts \(0.909\) for electrons and \(0.708\) for positrons, relative to Rutherford. The full sum gives \(0.939\) and \(0.732\). Half their difference is \(0.104\), close to the predicted odd term, while their mean is \(0.836\) instead of \(0.809\). Most of the error here thus lies in neglected terms that are the same for both charges.

In absolute terms, the full cross sections are \(1.706\times10^{-6}\) and \(1.329\times10^{-6}\) bohr²/sr, or 47.8 and 37.2 barn/sr. The electron value is 28% above the positron value. Both lie below Rutherford's 50.8 barn/sr, so at this angle the electron value is raised only relative to the first Born result. At \(30^\circ\) the electron does exceed Rutherford, with a ratio of \(1.041\).

For \(Z=80\), \(a=0.584\) is no longer small. At \(60^\circ\) the full ratios to Rutherford are \(1.753\) and \(0.670\), against \(1.210\) and \(0.407\) from the leading formula. At \(150^\circ\) the positron ratio is \(0.324\), above the first Born value of \(0.286\). Depletion of positrons relative to first Born is therefore a leading-order statement, not a general law. At this energy the electron cross section still exceeds the positron one at \(30^\circ\), \(60^\circ\), \(90^\circ\), \(120^\circ\) and \(150^\circ\), for \(Z=20\) and for \(Z=80\).

**Recommendation.** Points 1 and 2 should be restricted to the nonrelativistic Coulomb problem, and point 3 withdrawn. The footnote should say that the difference comes from the part of the Dirac phase shifts even in \(Z\), which produces a cross-section term odd in \(Z\).

## Computed values

```
speed of light c = 137.0360 a.u.
kinetic energy = 20000 hartree = 544.2 keV
wave number k = 247.589 1/bohr, beta = 0.87493, mu = 0.48426
Z=20: a = 0.14595, nu = 0.16681; Z=80: a = 0.58379
Z=20 phase shifts modulo pi, integrated (rad):
T/hartree kappa  electron  positron  sum  pi(|kappa|-gamma)
   2000  -1   0.18776  -0.15412  0.03364  0.03364
   2000   1  -0.11114   0.14478  0.03364  0.03364
   2000  -2  -0.14546   0.16222  0.01675  0.01675
  20000  -1   0.07096  -0.03732  0.03364  0.03364
  20000   1  -0.00964   0.04328  0.03364  0.03364
  20000  -2  -0.08342   0.10017  0.01675  0.01675
largest error: S formula 9.4e-11, sum rule 8.9e-11 rad
largest error of the four angular sums = 2.6e-11
odd Coulomb phases, both signs: |sigma/sigma_R-1| < 2.0e-12
Z=0.5: full sum divided by leading formula
angle/deg  Delta f   Delta g   odd term  even part
   30    1.000033  1.000006  1.000000  1.000010
   60    1.000025  1.000016  1.000021  1.000021
   90    1.000009  1.000017  1.000036  1.000028
  120    0.999974  1.000017  1.000054  1.000029
  150    0.999803  1.000016  1.000119  1.000026
Z=20: cross sections divided by Rutherford
angle/deg Born  e- full  e+ full  e-/e+  e- leading  e+ leading
   30   0.9487   1.0406   0.8870  1.1732   1.0257   0.8718
   60   0.8086   0.9394   0.7322  1.2830   0.9089   0.7083
   90   0.6173   0.7330   0.5572  1.3156   0.7003   0.5342
  120   0.4259   0.4971   0.3958  1.2560   0.4724   0.3793
  150   0.2858   0.3137   0.2821  1.1119   0.2990   0.2726
Z=80: cross sections divided by Rutherford
angle/deg Born  e- full  e+ full  e-/e+  e- leading  e+ leading
   30   0.9487   1.2714   0.8318  1.5286   1.2565   0.6409
   60   0.8086   1.7534   0.6695  2.6189   1.2098   0.4075
   90   0.6173   1.8822   0.5218  3.6073   0.9496   0.2849
  120   0.4259   1.4874   0.4021  3.6993   0.6121   0.2397
  150   0.2858   0.9077   0.3239  2.8027   0.3386   0.2330
Z=20, 60 deg, absolute cross sections:
  Rutherford: 1.8157e-06 bohr^2/sr = 50.8446 barn/sr
  electron: 1.7056e-06 bohr^2/sr = 47.7624 barn/sr
  positron: 1.3294e-06 bohr^2/sr = 37.2276 barn/sr
Z=1, 1 hartree, 60 deg: beta = 0.01032, e-/e+ - 1 = 1.17e-04
```
